# Anisotropic dielectric tensors from band sums that cut degenerate levels, part 1

(Sections cited here and not found follow in the second part.)

**Question.** A crystal has cubic symmetry, its one-electron Hamiltonian respects that symmetry to machine precision, and the k mesh is symmetric. A sum-over-states response function is evaluated with the lowest \(N\) bands, and at some mesh points band \(N\) is degenerate with band \(N+1\). Why can the computed dielectric tensor come out anisotropic, and why can it change when nothing but the order of the basis functions is changed? Which quantities escape the problem, and how large is it?

**Answer.**

## What symmetry fixes in a degenerate level

Hartree atomic units are used, with independent spin-degenerate electrons in a local periodic potential and no spin-orbit coupling. The space group is taken symmorphic, so its elements are lattice translations and a point group of orthogonal matrices \(R\). A point operation acts as \((U_R\psi)(\mathbf r)=\psi(R^{-1}\mathbf r)\). Since \(\mathbf K\cdot R^{-1}\mathbf r=(R\mathbf K)\cdot\mathbf r\) for orthogonal \(R\), \(U_R\) turns the plane wave \(\mathbf K\) into the plane wave \(R\mathbf K\); it permutes an orthonormal basis and is unitary. It commutes with \(H\) and maps Bloch states of wave vector \(\mathbf k\) to Bloch states of wave vector \(R\mathbf k\) and equal energy. The little group \(G_{\mathbf k}\) is the set of \(R\) with \(R\mathbf k=\mathbf k+\mathbf G\) for some reciprocal lattice vector \(\mathbf G\). These operations map the Bloch states at \(\mathbf k\) among themselves.

Take a level at \(\mathbf k\) with energy \(E\), dimension \(d\), orthonormal states \(|i\rangle\) and projector \(P=\sum_{i=1}^d|i\rangle\langle i|\). For \(R\in G_{\mathbf k}\), \(HU_R|j\rangle=U_RH|j\rangle=EU_R|j\rangle\), so \(U_R|j\rangle\) lies in the level:
\[ U_R|j\rangle=\sum_i|i\rangle D_{ij}(R),\qquad D_{ij}(R)=\langle i|U_R|j\rangle . \]
\(D(R)\) is unitary because \(U_R\) preserves scalar products within the level. Then
\[ U_RPU_R^\dagger=\sum_{j}\sum_{i,l}|i\rangle D_{ij}D_{lj}^*\langle l|=\sum_{i,l}|i\rangle (DD^\dagger)_{il}\langle l|=P . \]
The same algebra shows that \(P\) does not depend on the basis: for any unitary \(d\times d\) matrix \(W\), the states \(|j'\rangle=\sum_i|i\rangle W_{ij}\) give \(\sum_j|j'\rangle\langle j'|=\sum_{il}|i\rangle(WW^\dagger)_{il}\langle l|=P\).

Every such rotated set is an exact solution of the eigenvalue problem, so the Hamiltonian does not choose \(W\). A numerical diagonalizer does, and the way it does so explains the sensitivity to basis order. Its output is exact for \(H+\delta H\), where \(\delta H\) represents rounding errors. Degenerate perturbation theory says that the eigenvectors inside the level are those of \(P\,\delta H\,P\), and eigenvectors do not change when a matrix is multiplied by a number. Making the rounding errors smaller makes the spurious splitting smaller but leaves the rotation \(W\) of order one.

A sum that stops at band \(N\) inside the level keeps \(m\) states, \(0<m<d\), with projector
\[ P_m=\sum_{j=1}^m|j'\rangle\langle j'| . \]
The sum over \(j\) is now incomplete, \(\sum_{j\le m}W_{ij}W^*_{lj}\neq\delta_{il}\), and \(P_m\) depends on \(W\).

## No partial projector of an irreducible level is invariant

One might hope for a good choice of \(W\). There is none when the degeneracy is forced by symmetry, meaning that \(D\) is irreducible: the level has no subspace, other than zero and itself, that all \(D(R)\) map into itself.

Let \(X\) be a Hermitian \(d\times d\) matrix that commutes with all \(D(R)\). It has an eigenvalue \(\lambda\). If \(Xx=\lambda x\), then \(XD(R)x=D(R)Xx=\lambda D(R)x\), so the eigenspace of \(\lambda\) is invariant. It is not zero, so by irreducibility it is the whole level, and \(X=\lambda\mathbb 1\). This is Schur's lemma for Hermitian matrices. An invariant \(P_m\) obeys \(DP_mD^\dagger=P_m\), that is \(DP_m=P_mD\), so \(P_m=\lambda P\). Idempotency gives \(\lambda^2=\lambda\), so \(\lambda=0\) or \(1\), and the trace gives \(m=0\) or \(m=d\). For \(0<m<d\) every choice of \(W\) breaks at least one operation of the little group.

Irreducibility can be read from traces. Define the group average of a matrix,
\[ \mathcal A(X)=\frac1{|G_{\mathbf k}|}\sum_{R}D(R)XD(R)^\dagger . \]
Because \(D(S)D(R)=D(SR)\) and \(SR\) runs over the group when \(R\) does, \(D(S)\mathcal A(X)D(S)^\dagger=\mathcal A(X)\), so the average commutes with all \(D\). A matrix that already commutes is left unchanged. \(\mathcal A\) is therefore a projector, in the space of matrices, onto the commuting matrices, and its trace is their number of linearly independent members. The map \(X\mapsto DXD^\dagger\) sends the unit matrix element \(E_{ij}\) to a matrix whose \(ij\) entry is \(D_{ii}D_{jj}^*\), and the sum over \(i,j\) is \(|\mathrm{tr}D|^2\). Hence
\[ \dim(\text{commuting matrices})=\frac1{|G_{\mathbf k}|}\sum_R|\mathrm{tr}\,D(R)|^2 , \]
called the character norm below. If \(D\) is irreducible, a commuting \(X\) has a commuting adjoint (take the adjoint of \(D(R^{-1})X=XD(R^{-1})\) and use \(D(R^{-1})^\dagger=D(R)\)), so the Hermitian matrices \(X+X^\dagger\) and \(i(X-X^\dagger)\) are multiples of \(\mathbb 1\), and the norm is 1. If \(D\) is reducible, the orthogonal complement of an invariant subspace is invariant too, since \(D\) is unitary, so the projector on the subspace commutes with \(D\) and the norm is at least 2.

The average of the partial projector follows at once for an irreducible level. \(\mathcal A(P_m)\) is Hermitian and commuting, so it is \(\lambda P\). The trace is unchanged by each conjugation, so \(\lambda d=m\):
\[ \frac1{|G_{\mathbf k}|}\sum_{R\in G_{\mathbf k}}U_RP_mU_R^\dagger=\frac md\,P\qquad\text{for every }W. \]
The average over all \(W\) with the invariant measure of \(U(d)\) gives the same operator, by the same argument applied to the group \(U(d)\), which leaves no subspace invariant.

Two extensions need no new idea. In a nonsymmorphic group the products \(D(S)D(R)\) may carry phases, which cancel in \(DXD^\dagger\). When time reversal joins two representations into one level, the antiunitary operations must be counted in the group; the eigenspace argument survives because the eigenvalues of a Hermitian \(X\) are real, although the character norm of the unitary operations alone then exceeds 1.

## The response function

The noninvariance of \(P_m\) matters because response sums contain it. Consider an insulator with one filled band \(v\), nondegenerate everywhere, empty bands \(c\), cell volume \(\Omega\), and \(N_k\) mesh points, so that states are normalized in the volume \(\Omega N_k\). Add \(\delta V=\lambda(e^{i\mathbf q\cdot\mathbf r}+e^{-i\mathbf q\cdot\mathbf r})\), with \(\mathbf q\) on the mesh and \(2\mathbf q\) not a reciprocal lattice vector. The first-order energy vanishes because \(e^{\pm i\mathbf q\cdot\mathbf r}\) changes the Bloch vector. In second order each occupied level shifts by \(\sum_{n'}|\langle n'|\delta V|n\rangle|^2/(E_n-E_{n'})\). Pairs of occupied states appear twice with opposite denominators and cancel. An empty state \(c\mathbf k\) is reached from \(v,\mathbf k-\mathbf q\) through \(e^{i\mathbf q\cdot\mathbf r}\) and from \(v,\mathbf k+\mathbf q\) through \(e^{-i\mathbf q\cdot\mathbf r}\); these two initial states are different, so there is no cross term. With a factor 2 for spin,
\[ E^{(2)}=-2\lambda^2\sum_{\mathbf k,c}\sum_{\pm}\frac{|\langle c\mathbf k|e^{\pm i\mathbf q\cdot\mathbf r}|v,\mathbf k\mp\mathbf q\rangle|^2}{E_{c\mathbf k}-E_{v,\mathbf k\mp\mathbf q}} . \]
Let \(\chi^0(\mathbf q)\lambda\) be the \(e^{i\mathbf q\cdot\mathbf r}\) component of the induced density. It is a diagonal element of a Hermitian static kernel, hence real, and since the density is real the \(e^{-i\mathbf q\cdot\mathbf r}\) component is the same. The Hellmann-Feynman theorem gives \(dE/d\lambda=\int n\,\partial_\lambda\delta V\). The part linear in \(\lambda\) is \(2\lambda\chi^0\,\Omega N_k\), one contribution from each exponential, and integrating over \(\lambda\) gives \(E^{(2)}=\lambda^2\Omega N_k\chi^0\). Therefore
\[ \chi^0(\mathbf q)=-\frac{2}{\Omega N_k}\sum_{\mathbf k,c}\sum_{\pm}\frac{|\langle c\mathbf k|e^{\pm i\mathbf q\cdot\mathbf r}|v,\mathbf k\mp\mathbf q\rangle|^2}{E_{c\mathbf k}-E_{v,\mathbf k\mp\mathbf q}} . \]
An induced density component \(\delta n\) adds the potential energy \(4\pi\,\delta n/q^2\) (Poisson's equation). With \(\delta n=\chi^0V_{\rm tot}\) and \(V_{\rm tot}=V_{\rm ext}+4\pi\delta n/q^2\), the ratio \(V_{\rm ext}/V_{\rm tot}\) is \(\varepsilon(\mathbf q)=1-4\pi\chi^0/q^2\). This neglects the density components at \(\mathbf q+\mathbf G\) (local fields) and exchange-correlation response.

For small \(\mathbf q\), write \(\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}\). The phase factors cancel and the matrix element is \(\langle u_{c\mathbf k}|u_{v,\mathbf k\mp\mathbf q}\rangle\). The periodic parts are eigenfunctions of \(\tfrac12(\mathbf p+\mathbf k)^2+V\), which changes by \(\mp\mathbf q\cdot(\mathbf p+\mathbf k)\) to first order; this step needs \(V\) local. Only the nondegenerate state \(v\) has to be expanded, and \(\langle u_{c\mathbf k}|\mathbf p+\mathbf k|u_{v\mathbf k}\rangle=\langle c\mathbf k|\mathbf p|v\mathbf k\rangle\), so
\[ \langle u_{c\mathbf k}|u_{v,\mathbf k\mp\mathbf q}\rangle=\frac{\mp\,\mathbf q\cdot\langle c|\mathbf p|v\rangle}{E_v-E_c}+O(q^2). \]
Both signs give the same square, \(q_\alpha q_\beta\langle v|p_\alpha|c\rangle\langle c|p_\beta|v\rangle/(E_c-E_v)^2\). The factor \(q_\alpha q_\beta\) is symmetric, and exchanging \(\alpha,\beta\) conjugates the product of matrix elements, so only its real part contributes. To order \(q^2\),
\[ \chi^0=-\frac{4}{\Omega N_k}\,q_\alpha q_\beta\sum_{\mathbf k}T_{\alpha\beta}(\mathbf k),\qquad T_{\alpha\beta}=\sum_c\frac{\mathrm{Re}\,\langle v|p_\alpha|c\rangle\langle c|p_\beta|v\rangle}{(E_c-E_v)^3}, \]
where \(4=2\,(\text{spin})\times2\,(\text{signs})\). With \(\varepsilon(\hat{\mathbf q})=\hat q_\alpha\varepsilon_{\alpha\beta}\hat q_\beta\),
\[ \varepsilon_{\alpha\beta}=\delta_{\alpha\beta}+\frac{16\pi}{\Omega N_k}\sum_{\mathbf k}T_{\alpha\beta}(\mathbf k). \]
The truncated sum is this formula with \(c\le N\).

## Covariance and its loss

All states of one level share the denominator \(\Delta^3=(E-E_v)^3\), so the level enters only through the projector \(Q\) on the kept states, and linearly:
\[ T_{\alpha\beta}[Q]=\mathrm{Re}\,\langle v|p_\alpha Qp_\beta|v\rangle/\Delta^3 . \]
On a plane wave, \(p_\alpha U_R|\mathbf K\rangle=(R\mathbf K)_\alpha U_R|\mathbf K\rangle\), hence \(U_R^\dagger p_\alpha U_R=\sum_\gamma R_{\alpha\gamma}p_\gamma\). The nondegenerate state obeys \(|v,R\mathbf k\rangle=e^{i\theta}U_R|v\mathbf k\rangle\), and the phase cancels between bra and ket. Therefore
\[ T^{R\mathbf k}_{\alpha\beta}[U_RQU_R^\dagger]=\mathrm{Re}\,\langle v|U_R^\dagger p_\alpha U_R\,Q\,U_R^\dagger p_\beta U_R|v\rangle/\Delta^3=\big(R\,T^{\mathbf k}[Q]\,R^{T}\big)_{\alpha\beta}. \tag{1} \]
If there is a gap above band \(N\) at \(\mathbf k\), only full levels are kept, \(U_RPU_R^\dagger\) is the full projector at \(R\mathbf k\), and \(T(R\mathbf k)=RT(\mathbf k)R^T\). Summing over a symmetric mesh, \(\varepsilon=R\varepsilon R^T\) for every \(R\). In the cubic group of 48 signed permutation matrices, the sign change of one axis forces the off-diagonal elements to vanish and the permutations force the diagonal ones to be equal. If the level is cut, the projector found at \(R\mathbf k\) is unrelated to \(U_RP_mU_R^\dagger\), and, for an irreducible level, at \(\mathbf k\) itself \(U_RP_mU_R^\dagger\ne P_m\) for some \(R\in G_{\mathbf k}\); the argument for isotropy is lost.

A closed form exists at \(\Gamma\) when \(v\) is fully symmetric (\(A_{1g}\), \(U_R|v\rangle=|v\rangle\)) and the level is a triplet that couples to it. Set \(|\phi_\beta\rangle=Pp_\beta|v\rangle\). The overlap \(M_{\alpha\beta}=\langle v|p_\alpha Pp_\beta|v\rangle\) obeys \(M=RMR^T\) by the steps of (1), so \(M=\mu\,\delta_{\alpha\beta}\). For \(\mu\ne0\) the states \(|\alpha\rangle=|\phi_\alpha\rangle/\sqrt\mu\) are an orthonormal basis of the triplet. From \(U_Rp_\beta U_R^\dagger=\sum_\alpha R_{\alpha\beta}p_\alpha\) (the inverse of the rule above) they transform as \(U_R|\beta\rangle=\sum_\alpha|\alpha\rangle R_{\alpha\beta}\), so \(D(R)=R\), the vector representation \(T_{1u}\). For one kept state \(|c\rangle=\sum_\alpha u_\alpha|\alpha\rangle\) with \(|u|=1\), \(\langle c|p_\beta|v\rangle=\langle c|\phi_\beta\rangle=\sqrt\mu\,u_\beta^*\), and with \(t=\mu/\Delta^3\),
\[ T_{\alpha\beta}[P_1]=t\,\mathrm{Re}(u_\alpha u_\beta^*),\qquad T_{\alpha\beta}[P]=t\,\delta_{\alpha\beta}. \]
Keeping two states omits one state \(w\): \(P_2=P-|w\rangle\langle w|\) and \(T[P_2]=t\,(\delta_{\alpha\beta}-\mathrm{Re}\,w_\alpha w_\beta^*)\). The physical content is plain. A field along \(x\) mixes \(|x\rangle\) into the ground state. If the kept subspace misses \(|x\rangle\), the electron at that \(\mathbf k\) cannot polarize along \(x\) through this level, while it still polarizes along another axis.

Continuity cannot select \(W\) either. On a line \(\mathbf k=\delta\,\mathbf n\) with \(\mathbf n\) along \([100]\) or \([111]\), the little group is \(C_{4v}\) or \(C_{3v}\). The rotation about \(\mathbf n\) has eigenvectors \(\mathbf n\) and two circular vectors in the perpendicular plane, and the mirrors exchange the circular ones. The only invariant subspaces are therefore the direction \(\mathbf n\) and the plane, and the triplet splits into a singlet and an irreducible doublet. As \(\delta\to0\) the singlet tends to \(u=\hat{\mathbf n}\) and its tensor to \(t\,\hat{\mathbf n}\hat{\mathbf n}^T\). The limit depends on the direction of approach, so no value at \(\Gamma\) makes the singlet's tensor continuous.

Cutting a symmetry-forced degenerate level leaves a projector that depends on an arbitrary rotation and breaks at least one little-group operation, so the argument for an isotropic dielectric tensor is lost. It remains to find which quantities survive, how large the ambiguity is, and how to remove it, with a numerical check.
